# Transformation of steady heat conduction: anisotropic conductivity, cloaking and rectification

A solid conducts heat according to Fourier's law, with temperature \(T\), heat flux \(\mathbf q\), conductivity tensor \(k\) and heat source per volume \(s\):

\[
q_i=-k_{ij}\,\partial_jT,\qquad \partial_iq_i=s
\quad\Longrightarrow\quad \partial_i(k_{ij}\,\partial_jT)+s=0 .
\]

Repeated indices are summed. The symmetric part of \(k\) is positive definite, so heat flows down the temperature gradient. Temperature and normal flux are continuous at interfaces.

Let \(\mathbf x'=F(\mathbf x)\) be an invertible, continuous, piecewise smooth map in \(n\) dimensions, with Jacobian \(J_{ai}=\partial x'_a/\partial x_i\). The derivatives of \(F\) and of its inverse are bounded. We look for a second material, occupying the image region, whose temperature is the original one carried along by the map: \(T'(\mathbf x')=T(\mathbf x)\).

## (a) Which conductivity and source must the second material have?

**Solution.** Multiply the heat equation by a continuous test function \(\varphi\) that vanishes on the outer boundary, and integrate by parts in each smooth piece of the body. The interface terms cancel in pairs, because \(\varphi\) and the normal flux are continuous there. What remains is

\[
\int \partial_i\varphi\;k_{ij}\,\partial_jT\;dV=\int\varphi\,s\,dV .
\]

This contains first derivatives of \(T\) and no derivative of \(k\), so second derivatives of the map will not appear. Set \(\varphi'(\mathbf x')=\varphi(\mathbf x)\). The chain rule and the change of volume element are

\[
\partial_i\varphi=J_{ai}\,\partial'_a\varphi',\qquad
\partial_jT=J_{bj}\,\partial'_bT',\qquad
dV=\frac{dV'}{|\det J|}.
\]

Inserting them gives

\[
\int\partial'_a\varphi'\left[\frac{J_{ai}k_{ij}J_{bj}}{|\det J|}\right]\partial'_bT'\,dV'
=\int\varphi'\,\frac{s}{|\det J|}\,dV' .
\]

Every test function in the image region is obtained in this way from one in the original region. The equation is therefore the weak form of heat conduction in the image region, with

\[
\boxed{\,k'=\frac{J\,k\,J^{\mathsf T}}{|\det J|},\qquad s'=\frac{s}{|\det J|}\,}
\]

where the right-hand sides are evaluated at \(\mathbf x=F^{-1}(\mathbf x')\).

For an orientation-preserving map \(|\det J|=\det J\). For a mirror map the modulus is needed, since otherwise \(k'\) would be negative.

The result connects two different materials in ordinary space. Relabelling the points of one body changes nothing physical; building the second body with the tensor \(k'\) does.

For slow time dependence, \(s\) is replaced by \(s-C\,\partial_tT\), where \(C\) is the heat capacity per volume. With a map fixed in time, the same step gives \(C'=C/|\det J|\). A device that is to work during transients must satisfy this condition as well.

## (b) What happens to the heat flux, and is the new material admissible?

**Solution.** From \(\nabla T=J^{\mathsf T}\nabla'T'\) we have \(\nabla'T'=J^{-\mathsf T}\nabla T\), so

\[
\mathbf q'=-k'\nabla'T'=-\frac{JkJ^{\mathsf T}}{|\det J|}J^{-\mathsf T}\nabla T=\frac{J\mathbf q}{|\det J|}.
\]

To find the heat crossing a surface in three dimensions, take a surface element spanned by \(\mathbf u\) and \(\mathbf v\), with area vector \(\mathbf N=\mathbf u\times\mathbf v\). Its image has \(\mathbf N'=J\mathbf u\times J\mathbf v\). For any vector \(\mathbf w\), the scaling of volumes gives

\[
\mathbf N'\cdot J\mathbf w=\det J\;\mathbf N\cdot\mathbf w .
\]

Choosing \(\mathbf w=\mathbf q\) and dividing by \(|\det J|\),

\[
\mathbf q'\cdot\mathbf N'=\frac{\det J}{|\det J|}\,\mathbf q\cdot\mathbf N .
\]

The heat through every mapped surface is unchanged. The sign for a mirror map arises because \(\mathbf u\times\mathbf v\) then points to the other side of the image surface.

This was tested for a nonlinear three-dimensional map and a position-dependent, non-symmetric \(k\). The dimensionless heat through a curved patch is \(-1.2053\) before the map, \(-1.2053\) after the orientation-preserving map and \(+1.2053\) after its mirrored version. Differentiating in the new coordinates gives the source \(2.8589\) at the chosen point, equal to \(s/|\det J|\).

Positivity survives, because for any \(\mathbf w\ne0\)

\[
\mathbf w\cdot k'\mathbf w=\frac{(J^{\mathsf T}\mathbf w)\cdot k\,(J^{\mathsf T}\mathbf w)}{|\det J|}>0 .
\]

If \(k\) is symmetric, so is \(k'\). Taking determinants,

\[
\det k'=\frac{(\det J)^2\det k}{|\det J|^{\,n}}=|\det J|^{\,2-n}\det k .
\]

In two dimensions the product of the principal conductivities is therefore preserved: if one is lowered, the other must rise.

## (c) Could a different material carry the same temperatures?

Take a connected region in which \(F\) is smooth and the original medium is homogeneous with symmetric \(k\), and let the candidate \(\kappa\) in the image of this region be symmetric and smooth. Require that it carry every local source-free solution.

**Solution.** Pull the candidate back to the original region by inverting the rule of part (a):

\[
M=|\det J|\,J^{-1}\kappa J^{-\mathsf T}.
\]

The requirement becomes \(\partial_i(M_{ij}\partial_jT)=0\) whenever \(k_{ij}\partial_i\partial_jT=0\). Around any point \(\mathbf x_0\), the polynomial

\[
T=\mathbf g\cdot(\mathbf x-\mathbf x_0)+\tfrac12(\mathbf x-\mathbf x_0)\cdot H(\mathbf x-\mathbf x_0),\qquad k_{ij}H_{ij}=0,
\]

is a solution for any vector \(\mathbf g\) and any such symmetric \(H\). At \(\mathbf x_0\) the requirement reads

\[
M_{ij}H_{ij}+(\partial_iM_{ij})g_j=0 .
\]

First set \(\mathbf g=0\) and choose \(H=M-ck\), with \(c=M_{ij}k_{ij}/(k_{lm}k_{lm})\). This \(H\) satisfies \(k_{ij}H_{ij}=0\), so \(M_{ij}H_{ij}=0\) as well. Hence \(H_{ij}H_{ij}=M_{ij}H_{ij}-c\,k_{ij}H_{ij}=0\), and \(M=ck\).

Now set \(H=0\) with \(\mathbf g\) arbitrary. Then \(\partial_iM_{ij}=k_{ij}\partial_ic=0\). Since \(k\) is invertible, \(c\) is constant.

The source-free equation thus leaves one constant factor free: \(\kappa=c\,k'\). If the device borders an unchanged exterior, where \(F\) is the identity, continuity of the normal flux requires \(c\,\mathbf n\cdot k\nabla T=\mathbf n\cdot k\nabla T\) at the border. Solutions with nonzero normal flux there fix \(c=1\).

## (d) Design a cylindrical shell that makes a large core look small

In a plane with isotropic background conductivity \(k\), a disc of radius \(\delta\) is to be enlarged to radius \(a>\delta\), while all points with \(r\ge b\) stay fixed. Find the shell material and the required core.

**Solution.** Keep the angle and use a continuous radial map:

\[
R=\begin{cases}(a/\delta)\,r,& r<\delta\\ a+p(r-\delta),&\delta<r<b\\ r,&r>b\end{cases}
\qquad p=\frac{b-a}{b-\delta}.
\]

In the shell, a radial length \(dr\) becomes \(p\,dr\), and a tangential length \(r\,d\theta\) becomes \(R\,d\theta\). In the radial and tangential directions \(J=\mathrm{diag}(p,R/r)\), with determinant \(pR/r\), so

\[
k_R=k\,\frac{p^2}{pR/r}=k\,\frac{pr}{R},\qquad
k_\theta=k\,\frac{(R/r)^2}{pR/r}=k\,\frac{R}{pr},
\]

with \(r=\delta+(R-a)/p\). Their product is \(k^2\), as part (b) demands.

In the core \(J=(a/\delta)\,\mathbf 1\), and \(JJ^{\mathsf T}/\det J=\mathbf 1\) in two dimensions. A core of conductivity \(k_c\) and radius \(a\) therefore corresponds to a disc of the same conductivity and radius \(\delta\). In three dimensions the same scaling would multiply the conductivity by \(\delta/a\), so this equality is special to the plane.

Take the model values \(k=100\) W/(m K), \(a=100\) µm, \(b=200\) µm and \(\delta=20\) µm. Then \(p=100/180=0.5556\). At the inner wall \(r=\delta\), and

\[
k_R=100\times\frac{0.5556\times20}{100}=11.1,\qquad
k_\theta=\frac{100^2}{11.1}=900\ \text{W/(m K)}.
\]

At the outer wall \(r=R=b\), so \(k_R=kp=55.6\) and \(k_\theta=k/p=180\) W/(m K). The shell conducts preferentially around the core. Its conductivity jumps at \(R=b\), yet this jump causes no disturbance of its own, because the whole body is the image of a medium without a jump there.

## (e) How well does the shell hide and shield the core?

Far away the temperature is \(T=Gr\cos\theta\), measured from its value at the centre.

**Solution.** Solve the simple problem before the map: a disc of radius \(\delta\) and conductivity \(k_c\) in the background \(k\). The solution that is regular at the centre and has the given far field is

\[
T=Ar\cos\theta\ (r<\delta),\qquad T=\left(Gr+\frac Dr\right)\cos\theta\ (r>\delta).
\]

With \(d=D/\delta^2\), continuity of temperature and of radial flux gives

\[
A=G+d,\qquad k_cA=k(G-d).
\]

Eliminating \(A\) gives \((k_c+k)d=-(k_c-k)G\), so

\[
D=-\frac{k_c-k}{k_c+k}\,G\delta^2,\qquad A=\frac{2k}{k+k_c}\,G .
\]

The map is the identity for \(r>b\), so the cloaked core has the same \(D\) there. Inside the core \(r=(\delta/a)R\), so the temperature is \(A(\delta/a)R\cos\theta\), and the core gradient is

\[
G_{\rm core}=\frac{\delta}{a}\,\frac{2k}{k+k_c}\,G .
\]

Without the shell, \(\delta\) is replaced by \(a\) in both results. The shell thus reduces the exterior disturbance by \((\delta/a)^2\) and the core gradient by \(\delta/a\).

For \(k_c=400\) W/(m K) and \(G=10^4\) K/m, the contrast factor is \(300/500=0.6\), and \(Gb=2\) K. The disturbance amplitudes at \(r=b\) are

\[
\begin{aligned}
\text{bare:}&\quad 0.6\,(100/200)^2\times2\ \text{K}=300\ \text{mK},\\
\text{cloaked:}&\quad 0.6\,(20/200)^2\times2\ \text{K}=12\ \text{mK}.
\end{aligned}
\]

The core gradient falls from \(0.4\,G=4000\) K/m to \(800\) K/m. Integrating the heat equation directly through the anisotropic shell reproduces these values.

Two limits separate hiding from shielding. For \(k_c=k\) the exterior disturbance vanishes at any \(\delta\), but the core gradient is still reduced to \((\delta/a)G\). For \(k_c\to0\) or \(k_c\to\infty\) the contrast factor tends to \(-1\) or \(+1\), so for every uniform core \(|D|\le G\delta^2\).

As \(\delta\to0\) both \(D\) and \(G_{\rm core}\) vanish. The price is \(k_R\to0\) and \(k_\theta\to\infty\) at the inner wall. The map then tears a point open into a circle, its derivatives are no longer bounded, and the derivation of part (a) does not cover it. The perfect cloak is a limit of admissible devices. All of this concerns a core without sources. If the core releases heat \(Q\) per unit length, part (b) shows that the same \(Q\) crosses every circle around it, so its logarithmic exterior field is not reduced at any \(\delta\). The temperature drop across the shell then grows from \(Q\ln(b/a)/(2\pi k)\) to \(Q\ln(b/\delta)/(2\pi k)\).

The constant \(c\) of part (c) can now be given a cost. Doubling both shell conductivities corresponds, before the map, to an annulus of conductivity \(2k\) between \(\delta\) and \(b\). Relative to this annulus the core has contrast \((400-200)/(400+200)=1/3\). The field in the annulus is proportional to \(r+\epsilon b^2/r\), with \(\epsilon=-\tfrac13(20/200)^2=-0.00333\). Matching temperature and flux at \(b\) to \(Gr+D/r\) gives

\[
\frac{D}{Gb^2}=\frac{(1+\epsilon)-2(1-\epsilon)}{(1+\epsilon)+2(1-\epsilon)}=\frac{-1+3\epsilon}{3-\epsilon}=-0.336 .
\]

This is more than twice the bare value, \(-0.150\). The shell has the correct anisotropy, but it is itself a visible object.

## (f) Build the shell from isotropic rings

**Solution.** Alternate thin rings of conductivities \(k_A\) and \(k_B\) with equal total thickness. Along the rings both materials have the same temperature gradient, so the fluxes average. Across them both carry the same flux, so the resistances average:

\[
k_\theta=\frac{k_A+k_B}{2},\qquad \frac1{k_R}=\frac12\left(\frac1{k_A}+\frac1{k_B}\right)=\frac{k_A+k_B}{2k_Ak_B}.
\]

The second relation gives \(k_Ak_B=k_Rk_\theta=k^2\). The two conductivities are therefore the roots of \(t^2-2k_\theta t+k^2=0\):

\[
k_A=k_\theta+\sqrt{k_\theta^2-k^2},\qquad k_B=\frac{k^2}{k_A}.
\]

They are real if \(k_\theta\ge k\), that is, if \(R\ge pr\). This holds because \(R-pr=a-p\delta=b(a-\delta)/(b-\delta)>0\).

Divide the shell into equal cells, each made of a quarter \(A\), a half \(B\) and a quarter \(A\), with \(k_R\) and \(k_\theta\) taken at the centre of the cell. With 20 cells of 5 µm, the innermost cell needs \(k_A\approx1500\) and \(k_B\approx6.7\) W/(m K), a demanding contrast. Exact matching through all rings gives \(D/(Gb^2)=-0.0127\) for 5 cells, \(-0.0065\) for 20 and \(-0.0060\) for 80. The continuous shell has \(-0.0060\), and the bare core \(-0.150\). With 20 cells the deviation from the continuous shell is \(0.00050\), about 8% of the residual disturbance. From 20 to 80 cells, and again from 80 to 320, the deviation falls by a factor of about 16, as an error proportional to the square of the cell width would.

Real rings cannot be refined without limit. Fourier's law must hold inside each ring, so the mean free path of the heat carriers has to be well below the ring thickness; with 20 cells the thinnest part is 1.25 µm. Near room temperature a conductivity of 1500 W/(m K) calls for a material like diamond, in which phonons with mean free paths of order a micrometre carry much of the heat. The innermost rings are then too thin for Fourier's law to be taken for granted, and the 20-cell shell should be read as a model. Each interface also adds a thermal resistance \(R_I\), defined as the temperature jump divided by the heat flux. With \(m\) interfaces in a cell of width \(h\), the radial resistance is \(h/k_R+mR_I\), and the design requires \(mR_I\ll h/k_R\). This must hold in every cell, and the outermost is the strictest because \(k_R\) is largest there. With 20 cells it has \(k_R\approx55\) W/(m K), so \(h/k_R\approx9\times10^{-8}\) m² K/W; in the innermost cell, with \(k_R\approx13\) W/(m K), \(h/k_R\) is about four times larger. To estimate the effect, let the radial resistance rise by the same fraction \(\eta\) throughout the shell. Before the map the annulus then has radial conductivity \(k/(1+\eta)\) and tangential conductivity \(k\). Apart from the small core, it acts from outside like a disc of conductivity \(k/\sqrt{1+\eta}\), which shifts \(D/(Gb^2)\) by about \(+\eta/4\). Since the residual disturbance is itself only 0.006, even an added resistance of a few per cent of \(h/k_R\) changes it noticeably. Halving \(h\) roughly halves this allowance.

## (g) Can a transformation create or improve thermal rectification?

A device has two isothermal terminals, insulated sides and no internal source. Its rectification ratio is the magnitude of the forward heat current divided by that of the current after the terminal temperatures are exchanged.

**Solution.** Let the conductivity depend on temperature, \(k(\mathbf x,T)\). For a given solution \(T(\mathbf x)\), the function \(k(\mathbf x,T(\mathbf x))\) is simply a conductivity that varies in space, and part (a) applies to it. Since \(T'=T\) at corresponding points, the material

\[
k'(\mathbf x',T)=\frac{J\,k(\mathbf x,T)\,J^{\mathsf T}}{|\det J|}
\]

carries every solution, for either direction of the bias. By part (b) the terminal currents are unchanged and insulated sides remain insulated. The rectification ratio is therefore invariant: a map that does not depend on temperature can reshape a thermal diode but cannot make or improve one. The restriction matters. If the rule for \(k'\) is applied with a different map at each temperature, the new material no longer carries the original solution, and it can rectify even when the original medium is uniform.

If \(k\) does not depend on temperature, the ratio is one. When \(T\) solves the problem with terminal temperatures \(T_1,T_2\), the function \(T_1+T_2-T\) solves the exchanged problem, and its flux is \(-\mathbf q\).

As an example, take a bar of length \(L\) whose left half has \(k=k_0T/T_0\) and whose right half has \(k=k_0T_0/T\). Measure temperature in \(T_0\) and flux \(Q\) in \(k_0T_0/L\). Integrating \(Q\,dx=-k\,dT\) over each half, with junction temperature \(T_m\), gives

\[
Q=T_1^2-T_m^2=2\ln\frac{T_m}{T_2}.
\]

For \((T_1,T_2)=(1.2,0.8)\) the solution is \(Q=0.4431\), and for \((0.8,1.2)\) it is \(Q=-0.3623\). The ratio is \(0.4431/0.3623=1.223\). Forward bias places each half at temperatures where it conducts better.

Now stretch the bar by \(x'=x+x^2\), with lengths in units of \(L\). Its length doubles and the junction moves from 0.5 to 0.75. In one dimension \(k'=J^2k/J=(1+2x)k\): the longer bar needs a higher conductivity to carry the same heat. Solving the stretched bar independently gives the same two fluxes and the ratio 1.223. A temperature-independent bar with \(k=k_0\) and \(3k_0\) in its halves carries \(\pm0.4/(0.5+0.5/3)=\pm0.600\), before and after stretching. The numerical output lists these values together with those of the cloak.

## Calculated quantities

```
General 3D map, dimensionless; surface heat before: -1.20529988
orientation +1: |det J| = 3.243217, surface heat = -1.20529988
  source: direct 2.85887771, predicted 2.85887771
orientation -1: |det J| = 3.243217, surface heat = 1.20529988
  source: direct 2.85887771, predicted 2.85887771
background k = 100 W/(m K), core k = 400 W/(m K)
a = 100 um, b = 200 um, delta = 20 um
applied gradient = 10000 K/m, map slope p = 0.555556
shell at R = a: k_R = 11.111, k_theta = 900.000 W/(m K)
shell at R = (a+b)/2: k_R = 40.741, k_theta = 245.455 W/(m K)
shell at R = b: k_R = 55.556, k_theta = 180.000 W/(m K)
Disturbance at R = b divided by applied gradient times b:
  bare core -0.150000, cloaked core -0.006000
  shell conductivity doubled -0.336293
disturbance amplitude at b, bare: 300.000 mK
disturbance amplitude at b, cloaked: 12.000 mK
core gradient, bare: 4000.00 K/m
core gradient, cloaked: 800.00 K/m
layered, 5 cells of 20.0000 um: disturbance -0.012709, error 6.71e-03
layered, 20 cells of 5.0000 um: disturbance -0.006497, error 4.97e-04
layered, 80 cells of 1.2500 um: disturbance -0.006032, error 3.17e-05
layered, 320 cells of 0.3125 um: disturbance -0.006002, error 1.98e-06
innermost of 20 cells: k_A = 1499.45, k_B = 6.669 W/(m K)
diode end temperatures: 1.2 and 0.8 T0
diode forward: flux before 0.4431411, after 0.4431411 k0*T0/L
diode backward: flux before -0.3623229, after -0.3623229 k0*T0/L
linear forward: flux before 0.6000000, after 0.6000000 k0*T0/L
linear backward: flux before -0.6000000, after -0.6000000 k0*T0/L
diode rectification ratio before 1.223056, after 1.223056
linear device ratio after stretching 1.000000
```
